# Graham's Law for Free-Molecular Counterdiffusion at Uniform Total Pressure, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: counting paths through a passage of any shape

### Definitions and conventions

Two large reservoirs, 1 and 2, are joined by a passage with solid walls. The openings of the passage are plane and have areas $S_1$ and $S_2$. Each reservoir holds a mixture of two dilute gases, A and B. A molecule of gas $i$ has mass $m_i$, and the number density of gas $i$ in reservoir $j$ is $n_{i,j}$. The algebra is in atomic units, and temperature is written as an energy, $\theta=k_BT$. The total pressure in reservoir $j$ is then

$$p_j=\theta\,(n_{A,j}+n_{B,j}).$$

The net flow $N_i$ is the number of molecules of gas $i$ that pass from reservoir 1 to reservoir 2 per unit time, minus the number that pass the other way. Division by the Avogadro constant turns it into a molar flow, and further division by a common cross-section turns it into a molar flux. Ratios of flows are therefore also ratios of molar fluxes. The density differences are

$$\Delta n_i=n_{i,1}-n_{i,2}.$$

The result to be derived is Graham's law,

$$\frac{N_A}{N_B}=-\sqrt{\frac{m_B}{m_A}} .$$

The minus sign says that the gases move in opposite directions. The lighter gas has the larger flow.

The derivation rests on these assumptions:

- The flow is steady, and molecules in the passage collide with its walls, not with each other.
- Both reservoirs and the walls are at the same temperature.
- The walls neither consume nor produce gas, and no gas travels along them in an adsorbed layer.
- The direction in which a molecule leaves the wall may depend on the direction in which it arrived, but not on its speed or species. The wall law leaves a gas in equilibrium undisturbed.
- The total pressures are equal, $p_1=p_2$, while the compositions differ.

### The rate at which molecules enter

Let $z$ point from an opening into the passage. In equilibrium the velocity component $v_z$ has a Gaussian distribution. The number of molecules entering per unit area and time is the density times the average of $v_z$ over positive values:

$$J_i=n_i\sqrt{\frac{m_i}{2\pi\theta}}\int_0^\infty v_z\,e^{-m_iv_z^2/2\theta}\,dv_z .$$

The integrand is the derivative of $-(\theta/m_i)e^{-m_iv_z^2/2\theta}$, so the integral equals $\theta/m_i$. Hence

$$J_i=n_i\sqrt{\frac{\theta}{2\pi m_i}} .$$

It is useful to express this through the mean speed $\bar v_i$. The Maxwell distribution gives

$$\bar v_i=4\pi\left(\frac{m_i}{2\pi\theta}\right)^{3/2}\int_0^\infty v^3e^{-m_iv^2/2\theta}\,dv .$$

With $y=m_iv^2/2\theta$, one has $v\,dv=(\theta/m_i)\,dy$ and $v^2=2\theta y/m_i$. The integral becomes $(2\theta^2/m_i^2)\int_0^\infty ye^{-y}dy=2\theta^2/m_i^2$. Collecting factors,

$$\bar v_i=\sqrt{\frac{8\theta}{\pi m_i}},\qquad J_i=\frac{n_i\bar v_i}{4}.$$

The mass enters through the speed. At the same density and temperature, a light gas strikes an opening more often than a heavy gas.

### Transmission and reciprocity

Let $W_{12}$ be the probability that a molecule entering at opening 1 eventually leaves at opening 2. Let $W_{21}$ be the corresponding probability in the other direction. These probabilities are the same for both gases. The Maxwell distribution is a function of speed alone, so the directions of entering molecules have the same distribution for every mass. Between wall contacts the paths are straight lines. At each contact, the new direction is drawn from a law that does not involve speed or species. Mass changes how quickly a path is followed, but not the probability that the path is taken. A pause on the wall delays a molecule without changing the steady flow.

The two probabilities are connected. Suppose that a single gas fills both reservoirs at the same density $n$ and temperature. This is equilibrium, so the net flow vanishes:

$$\frac{n\bar v}{4}S_1W_{12}-\frac{n\bar v}{4}S_2W_{21}=0 .$$

Therefore

$$S_1W_{12}=S_2W_{21}\equiv G .$$

Since molecules cross independently, $W_{12}$ and $W_{21}$ do not depend on density. The relation found in equilibrium therefore also holds when the densities differ. The quantity $G$ has the dimension of area and contains all the geometry.

A conical passage shows what this means. Take end radii 1 and 2 and length 4, in the same arbitrary unit, with walls that send molecules out by the cosine law. Following random straight paths from one end to the other gives a transmission of 0.717 from the narrow end and 0.179 from the wide end. The wide opening has four times the area, and $4\times0.179=0.716$. The remaining difference is compatible with the statistical scatter of random sampling. A funnel is easier to cross for a molecule entering at its narrow end, but it does not act as a rectifier.

### Graham's law

Molecules of gas $i$ cross from 1 to 2 at the rate $(n_{i,1}\bar v_i/4)S_1W_{12}$, and from 2 to 1 at the rate $(n_{i,2}\bar v_i/4)S_2W_{21}$. Subtracting and using reciprocity gives

$$N_i=\frac{\bar v_i}{4}G\,\Delta n_i .$$

Equal pressures and equal temperatures require

$$n_{A,1}+n_{B,1}=n_{A,2}+n_{B,2},$$

which is $\Delta n_A=-\Delta n_B$. Since the compositions differ, neither difference is zero and the flows may be divided:

$$\frac{N_A}{N_B}=\frac{\bar v_A\,\Delta n_A}{\bar v_B\,\Delta n_B}=-\frac{\bar v_A}{\bar v_B}=-\sqrt{\frac{m_B}{m_A}} .$$

The geometric factor has cancelled. The law therefore holds for an orifice, a short tube, a long tube or a tapered pore. It also holds for the sum over many different pores, since each pore contributes flows in the same ratio.

If the pressures differ, the same expressions give a useful generalization. Insert $\bar v_i/4=\sqrt{\theta/2\pi m_i}$, multiply $N_i$ by $\sqrt{m_i}$, and add the two gases:

$$\sqrt{m_A}\,N_A+\sqrt{m_B}\,N_B=G\sqrt{\frac{\theta}{2\pi}}\,(\Delta n_A+\Delta n_B)=\frac{G\,(p_1-p_2)}{\sqrt{2\pi\theta}} .$$

Equal pressures make the right side zero, which is Graham's law again. Equal and opposite particle flows, $N_A=-N_B\ne0$, make the left side nonzero when the masses differ. Such flows therefore require a pressure difference.

Under Graham's law the total particle flow follows the light gas. The total mass flow is

$$m_AN_A+m_BN_B=\sqrt{m_A}\,N_A\left(\sqrt{m_A}-\sqrt{m_B}\right),$$

where $\sqrt{m_B}N_B=-\sqrt{m_A}N_A$ was used. If A is lighter, the bracket is negative, so the total mass flow is opposite to $N_A$ and follows the heavy gas. Uniform pressure means neither zero particle flow nor zero mass flow.

### Why equal end pressures give uniform pressure inside

The derivation used the pressures in the reservoirs. With one further condition on the speeds, stated below, the pressure inside the passage then has the same value. Let $M_i(v)$ be the normalized Maxwell distribution and $\Omega$ a direction. Write the number of molecules per unit volume of space and velocity as

$$f_i(\mathbf x,\mathbf v)=M_i(v)\,\phi_i(\mathbf x,\Omega).$$

This form holds because entering molecules have Maxwellian speeds at $\theta$, and the wall is assumed to keep this speed distribution for every pair of arriving and leaving directions. A wall that reflects elastically does so, and so does one that gives every molecule a new thermal speed. Along a straight flight $\phi_i$ is constant. At a wall, the outgoing $\phi_i$ is a linear average of the incoming one, and a constant stays constant because equilibrium is undisturbed. At the openings, the entering values are $n_{i,1}$ and $n_{i,2}$.

Suppose first that a gas has the same density at both openings. Let $g(\mathbf x,\Omega)$ be the fraction of its molecules at $\mathbf x$ moving along $\Omega$ that entered at opening 1. The remaining fraction $1-g$ entered at opening 2. Both gases have the same $g$, because their paths follow the same law. When the densities at the openings differ, each contribution scales with the density at its own opening. Therefore

$$\phi_i=n_{i,1}\,g+n_{i,2}\,(1-g)=n_{i,2}+g\,\Delta n_i .$$

Adding the gases, the terms with $g$ cancel because $\Delta n_A+\Delta n_B=0$. The sum $\phi_A+\phi_B$ equals the reservoir density $n$ at every point and in every direction. The total pressure is thus $n\theta$ throughout, and it is isotropic. Each gas separately has a density gradient and a directional imbalance, but those of the two gases compensate.

### A number for the transmission of a cylinder

Graham's law does not need $G$, but the size of each flow does. For a circular cylinder of diameter $d$ and length $L$ with cosine-law walls, $S_1=S_2=S$ and $W_{12}=W_{21}=W$. The probability $W$ follows from a balance between narrow wall rings.

First consider two equal coaxial discs, a distance $xd$ apart. Both fit on a sphere of radius $R=(d/2)\sqrt{1+x^2}$, where they are the bases of two caps of area $A_c=2\pi R(R-xd/2)$. For two surface elements a distance $s$ apart, the cosine law gives an exchange $\cos\alpha_1\cos\alpha_2\,dA_1dA_2/(\pi s^2)$. On a sphere both cosines equal $s/2R$, so the exchange is $dA_1dA_2/(4\pi R^2)$. A line passing through both discs runs from one cap to the other. The fraction $F$ of molecules from one disc that reach the other directly is thus

$$F(x)=\frac{A_c^2}{4\pi R^2S}=\frac{\pi(R-xd/2)^2}{\pi d^2/4}=\left(\sqrt{1+x^2}-x\right)^2 .$$

Divide the wall into rings of width $hd$. Per disc area, ring-to-ring exchange is a difference of disc-to-ring exchanges: molecules that leave a ring to the right cross its right edge but did not cross its left edge. For rings $k\ge1$ places apart this gives

$$E_k=F((k-1)h)-2F(kh)+F((k+1)h).$$

One ring has area $4hS$. It sends $1-F(h)$ through each of its two edges, so $E_0=4h-2[1-F(h)]$ returns to the ring itself. If $q_j$ is the probability that a molecule leaving ring $j$ exits at opening 2, and $e_j$ is the direct exchange from that ring to opening 2, then

$$4h\,q_j=\sum_kE_{|j-k|}\,q_k+e_j .$$

Solving these linear equations and adding the direct passage $F(L/d)$ to the passage by way of each ring gives $W$. Two ring widths, one half the other, were combined to cancel the leading error, which is quadratic in $h$. For $L/d=100$ the outcome is $W=0.012945$.

### Closed vessels

The equal-pressure condition must be maintained. Let the reservoirs be closed vessels of equal volume $V$, much larger than that of the passage. Initially, vessel 1 holds pure A and vessel 2 pure B, each at density $n$. The flow $N_i$ lowers $n_{i,1}$ and raises $n_{i,2}$ at the rate $N_i/V$, so

$$\frac{d\Delta n_i}{dt}=-\frac{2N_i}{V}=-\kappa_i\,\Delta n_i,\qquad \kappa_i=\frac{\bar v_iG}{2V}.$$

The solutions are $\Delta n_A=ne^{-\kappa_At}$ and $\Delta n_B=-ne^{-\kappa_Bt}$. They give

$$p_2-p_1=n\theta\left(e^{-\kappa_Bt}-e^{-\kappa_At}\right).$$

Let $r=\kappa_A/\kappa_B=\sqrt{m_B/m_A}>1$. At first the pressure rises in the vessel that held the heavy gas, because the light gas arrives faster than the heavy gas leaves. The derivative vanishes when $e^{-(\kappa_A-\kappa_B)t}=1/r$, that is, at $\kappa_Bt=\ln r/(r-1)$. The largest difference is

$$(p_2-p_1)_{\max}=n\theta\,r^{-1/(r-1)}\left(1-\frac1r\right).$$

The flow ratio is $N_A/N_B=-re^{-(\kappa_A-\kappa_B)t}$. It starts at Graham's value and passes through $-1$ at the pressure peak, where the net particle flow changes sign. Graham's law describes the initial instant of this relaxation, not its whole course.

## Second derivation: diffusion down a long pore

### Symbols and results carried over

Gases A and B have molecular masses $m_i$ and mean speeds $\bar v_i=\sqrt{8\theta/\pi m_i}$, with $\theta=k_BT$. The net particle flow $N_i$ is positive from end 1 to end 2, and $\Delta n_i$ is the density at end 1 minus that at end 2. A gas of density $n_i$ strikes unit area at the rate $n_i\bar v_i/4$. Path counting gave $N_i=(\bar v_i/4)SW\Delta n_i$ for a cylinder of cross-section $S$ and transmission $W$. At equal end pressures it gave $N_A/N_B=-\sqrt{m_B/m_A}$.

The second derivation obtains the same ratio from the motion inside the pore. It treats a circular cylinder of radius $a$, diameter $d=2a$ and length $L\gg d$, far from its ends. The $z$ axis points from end 1 to end 2. The walls are diffuse: a molecule leaves with the Maxwellian speed distribution and cosine-law directions of a gas at $\theta$, whatever its earlier velocity. As before, molecules do not collide with each other, and the walls neither consume nor produce gas.

Counting paths has established Graham's law for a passage of any shape, with wall-dominated motion, a common temperature and equal reservoir pressures. What remains is to obtain the same ratio from diffusion inside a long cylindrical pore, and to apply it to methane and argon with estimates of the neglected effects.

Numerical values quoted here were computed with a short program.
